# Response of Kohn–Sham eigenvalues to occupation numbers, with the oxygen atom: test program

```python
# Result under test (Hartree atomic units; spherical spin-unpolarized LDA atom, O):
#   eta_ij = d eps_i / d f_j = <q_i| K (1 - chi_s K)^-1 |q_j> = eta_ji = d2E/df_i df_j
# f_i   : total occupation of shell i (1s, 2s, 2p); eps_i its Kohn-Sham eigenvalue
# u_i   : radial orbital, q_i = u_i^2 (integrates to 1 over r), q = sum f_i q_i = 4 pi r^2 n
# K     : Hartree-xc kernel 1/max(r,r') + f_xc delta(r-r')/(4 pi r^2), f_xc = d2(n exc)/dn2
# chi_s : fixed-occupation response, -sum_{k<m, same l} D_km u_k u_m(r) u_k u_m(r'),
#         D_km = 2 (f_k - f_m)/(eps_m - eps_k)
# The formula is compared with finite differences of independent self-consistent runs.
# lam adds the potential lam*(1/r)*int_0^r q dr', which is not a functional derivative.
import numpy as np
from scipy.linalg import eigh
from scipy.special import gamma
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
Z, XC, STEP = 8.0, 'LDA,VWN', 0.01
SHELLS, NAMES = [(0, 0), (0, 1), (1, 0)], ['1s', '2s', '2p']


def lda(n, deriv):
    out = libxc.eval_xc(XC, np.maximum(n, 1e-20), spin=0, deriv=deriv)
    return out[0], out[1][0], (out[2][0] if deriv > 1 else None)


class Atom:
    def __init__(self, a0, ratio, sizes, h, ecut=1e4):
        r = np.exp(np.arange(np.log(1e-6), np.log(25.0), h))
        self.r, self.w, self.area = r, h * r, 4 * np.pi * r**2
        # diagonal term: Euler-Maclaurin correction for the kink of 1/max(r,r')
        self.W = 1 / np.maximum.outer(r, r) - np.diag(h / (12 * r))
        self.L = (np.tril(np.ones((r.size, r.size)), -1) + 0.5 * np.eye(r.size)) / r[:, None]
        self.T, self.V, self.B = [], [], []
        for l, size in enumerate(sizes):
            a = a0 * ratio**np.arange(size)
            p = a[:, None] + a[None, :]
            S = gamma(l + 1.5) / (2 * p**(l + 1.5))
            norm = 1 / np.sqrt(np.diag(S))
            nn = np.outer(norm, norm)
            S = S * nn
            T = S * (2 * l + 3) * np.outer(a, a) / p
            V = -Z * nn * gamma(l + 1) / (2 * p**(l + 1))
            e, C = eigh(T + V, S)
            C = C[:, e < ecut]          # contraction to low states keeps rounding noise small
            s, U = eigh(C.T @ S @ C)
            C = C @ (U / np.sqrt(s)) @ U.T
            Tc, Vc = C.T @ T @ C, C.T @ V @ C
            self.T.append((Tc + Tc.T) / 2)
            self.V.append((Vc + Vc.T) / 2)
            self.B.append((r[:, None]**(l + 1) * np.exp(-np.outer(r**2, a)) * norm) @ C)

    def orbitals(self, v):
        out = []
        for T, V, B in zip(self.T, self.V, self.B):
            e, c = eigh(T + V + B.T @ ((self.w * v)[:, None] * B))
            out.append((e, c, B @ c))
        return out

    def shell_q(self, orb):
        return np.array([orb[l][2][:, k]**2 for l, k in SHELLS]).T

    def scf(self, f, v=None, lam=0.0):
        r, w = self.r, self.w
        if v is None:
            v = (Z - 1) * (-np.expm1(-1.5 * r)) / r
        vs, rs = [], []
        for _ in range(300):
            orb = self.orbitals(v)
            Q = self.shell_q(orb)
            q = Q @ f
            vh = self.W @ (w * q)
            exc, vxc, _f = lda(q / self.area, 1)
            vout = vh + vxc + (lam * (self.L @ (w * q)) if lam else 0.0)
            res, wt = vout - v, np.sqrt(w * q)
            err = np.linalg.norm(wt * res)
            if err < 1e-10:
                break
            if err > 0.2:
                vs, rs, v = [], [], v + 0.3 * res
                continue
            vs, rs = (vs + [v])[-6:], (rs + [res])[-6:]
            if len(vs) > 1:             # Anderson mixing
                dR = np.array(rs[:-1]).T - res[:, None]
                dV = np.array(vs[:-1]).T - v[:, None]
                g = np.linalg.lstsq(dR * wt[:, None], -res * wt, rcond=1e-12)[0]
                v, res = v + dV @ g, res + dR @ g
            v = v + 0.5 * res
        assert err < 1e-10, 'SCF not converged'
        cs = [orb[l][1][:, k] for l, k in SHELLS]
        ts = sum(fi * c @ self.T[l] @ c for fi, c, (l, k) in zip(f, cs, SHELLS))
        ene = sum(fi * c @ self.V[l] @ c for fi, c, (l, k) in zip(f, cs, SHELLS))
        eh, ex = 0.5 * np.sum(w * q * vh), np.sum(w * q * exc)
        return dict(E=ts + ene + eh + ex, eps=np.array([orb[l][0][k] for l, k in SHELLS]),
                    v=vout, q=q, Q=Q, orb=orb,
                    virial=2 * ts + ene + eh + 3 * (np.sum(w * q * vxc) - ex))

    def formula(self, st, f, lam=0.0, drop_occupied_pairs=False):
        w, Q = self.w, st['Q']
        cols, D = [], []
        for l, (e, c, u) in enumerate(st['orb']):
            occ = np.zeros(e.size)
            for fi, (ls, k) in zip(f, SHELLS):
                if ls == l:
                    occ[k] = fi
            for k in np.nonzero(occ)[0]:
                for m in range(k + 1, e.size):
                    if occ[k] == occ[m] or (drop_occupied_pairs and occ[m] > 0):
                        continue
                    cols.append(u[:, k] * u[:, m])
                    D.append(2 * (occ[k] - occ[m]) / (e[m] - e[k]))
        A, D = np.array(cols).T, np.array(D)
        chi = -(A * D) @ A.T
        MH = w[:, None] * (self.W + lam * self.L) * w[None, :]
        mxc = w * lda(st['q'] / self.area, 2)[2] / self.area
        M = MH + np.diag(mxc)
        dq = np.linalg.solve(np.eye(w.size) - chi @ M, Q)
        return dict(eta=Q.T @ M @ dq, dq=dq, chi=chi, M=M, P=A * np.sqrt(D),
                    hartree=Q.T @ MH @ Q, xc=Q.T @ (mxc[:, None] * Q))

    def along(self, st, f, direction, lam=0.0):
        runs = {s: self.scf(f + s * STEP * direction, st['v'], lam) for s in (-2, -1, 1, 2)}
        runs[0] = st
        keys = ('E', 'eps', 'v', 'q')
        return ({k: first([runs[s][k] for s in (-2, -1, 1, 2)]) for k in keys},
                {k: second([runs[s][k] for s in (-2, -1, 0, 1, 2)]) for k in keys})


def first(y):
    return (8 * (y[2] - y[1]) - (y[3] - y[0])) / (12 * STEP)


def second(y):
    return (-y[0] + 16 * y[1] - 30 * y[2] + 16 * y[3] - y[4]) / (12 * STEP**2)


def show(label, m):
    for name, row in zip(NAMES, m):
        print(f'{label} row {name} (Ha): ' + ' '.join(f'{x:10.6f}' for x in row))


def fd_matrix(atom, st, f, lam=0.0):
    d = [atom.along(st, f, e, lam) for e in np.eye(3)]
    return np.array([x[0]['eps'] for x in d]).T, d


atom = Atom(0.03, 1.8, (31, 22), 0.025)
r, w = atom.r, atom.w
l2 = lambda x: np.sqrt(np.sum(w * x**2))

# solver checks: hydrogenic levels, analytic Hartree potential, f_xc as derivative of v_xc
bare_orb = atom.orbitals(0 * r)
levels = np.array([bare_orb[l][0][k] for l, k in SHELLS])
assert np.allclose(levels, [-Z**2 / 2, -Z**2 / 8, -Z**2 / 8], atol=1e-4, rtol=0)
vh_err = np.max(np.abs(atom.W @ (w * 4 * r**2 * np.exp(-2 * r))
                       - (-np.expm1(-2 * r) / r - np.exp(-2 * r))))
assert vh_err < 1e-7
ns = np.array([1e-4, 1e-2, 1.0, 100.0])
fxc_fd = (lda(ns * (1 + 1e-4), 1)[1] - lda(ns * (1 - 1e-4), 1)[1]) / (2e-4 * ns)
assert np.allclose(fxc_fd, lda(ns, 2)[2], rtol=1e-6, atol=0)

f0 = np.array([2.0, 2.0, 4.0])
st = atom.scf(f0)
fm = atom.formula(st, f0)
eta, bare = fm['eta'], fm['hartree'] + fm['xc']
assert np.allclose(w @ st['Q'], 1, atol=1e-7, rtol=0)
assert abs(st['virial']) < 1e-3
print(f'O atom Z={Z:.0f}, LDA (Slater+VWN5), f(1s,2s,2p) =', *f0, 'electrons')
print(f'grid points {r.size}, basis s {atom.B[0].shape[1]} p {atom.B[1].shape[1]}, step {STEP} electrons')
print(f'total energy {st["E"]:.5f} Ha, virial residual {st["virial"]:.1e} Ha')
print('eps(1s,2s,2p) (Ha): ' + ' '.join(f'{x:.6f}' for x in st['eps']))

# chi_s against re-diagonalization in a perturbed fixed potential
dv = np.exp(-r)
dq_fd = first([atom.shell_q(atom.orbitals(st['v'] + s * STEP * dv)) @ f0 for s in (-2, -1, 1, 2)])
chi_err = l2(dq_fd - fm['chi'] @ (w * dv))
assert chi_err < 1e-6 and l2(dq_fd) > 1e-2

eta_fd, d = fd_matrix(atom, st, f0)
janak_err = max(abs(d[j][0]['E'] - st['eps'][j]) for j in range(3))
hf_err = max(np.max(np.abs(st['Q'].T @ (w * d[j][0]['v']) - eta_fd[:, j])) for j in range(3))
dq_err = max(l2(d[j][0]['q'] - fm['dq'][:, j]) for j in range(3))
curv = np.array([d[j][1]['E'] for j in range(3)])
eta_err, asym = np.max(np.abs(eta - eta_fd)), np.max(np.abs(eta_fd - eta_fd.T))
assert janak_err < 1e-6 and hf_err < 1e-6 and dq_err < 1e-6
assert np.allclose(w @ fm['dq'], 1, atol=1e-6, rtol=0)
assert eta_err < 1e-6 and asym < 1e-6
assert np.max(np.abs(curv - np.diag(eta))) < 1e-6
show('bare Hartree', fm['hartree'])
show('bare xc', fm['xc'])
show('screening', eta - bare)
show('eta formula', eta)
show('eta fin.diff', eta_fd)
print(f'errors: chi_s {chi_err:.1e}, dq/df {dq_err:.1e} (L2 norm, a.u.)')
print(f'errors: Janak {janak_err:.1e}, Hellmann-Feynman {hf_err:.1e} Ha')
print(f'errors: eta {eta_err:.1e}, fin.diff asymmetry {asym:.1e} Ha')
print('d2E/df2 (1s,2s,2p) (Ha): ' + ' '.join(f'{x:.6f}' for x in curv))
print(f'eta 2p2p {eta[2, 2] * EV:.3f} eV, eta 2s2p {eta[1, 2] * EV:.3f} eV, bare 2p2p {bare[2, 2] * EV:.3f} eV')

# orbital-pair form, stability, sign of the screening
P, M = fm['P'], fm['M']
G, b = np.eye(P.shape[1]) + P.T @ M @ P, P.T @ M @ st['Q']
g_eig = np.linalg.eigvalsh((G + G.T) / 2)
assert g_eig[0] > 0
assert np.max(np.abs(bare - b.T @ np.linalg.solve(G, b) - eta_fd)) < 1e-6
diff = bare - eta_fd
scr_eig = np.linalg.eigvalsh((diff + diff.T) / 2)
assert scr_eig[0] > 0
print(f'pairs {P.shape[1]}, eigenvalues of 1+G from {g_eig[0]:.4f} to {g_eig[-1]:.4f} (dimensionless)')
print('eigenvalues of bare - eta (Ha): ' + ' '.join(f'{x:.5f}' for x in scr_eig))

# mixed derivative from total energies: 2s -> 2p promotion at fixed N
promo = atom.along(st, f0, np.array([0.0, -1.0, 1.0]))[1]['E']
promo_f = eta[1, 1] + eta[2, 2] - 2 * eta[1, 2]
assert abs(promo - promo_f) < 1e-6
print(f'2s->2p curvature: energies {promo:.6f} Ha, formula {promo_f:.6f} Ha')

# basis and grid convergence
other = Atom(0.04, 1.9, (28, 20), 0.03)
st_o = other.scf(f0)
conv = np.max(np.abs(other.formula(st_o, f0)['eta'] - eta))
assert conv < 1e-4 and abs(st_o['E'] - st['E']) < 1e-3
print(f'second basis/grid: change of eta {conv:.1e} Ha, of E {st_o["E"] - st["E"]:.1e} Ha')

# unequal s occupations: the 1s-2s pair must be kept in chi_s
f1 = np.array([2.0, 1.5, 4.5])
st1 = atom.scf(f1, st['v'])
eta1, fd1 = atom.formula(st1, f1)['eta'], fd_matrix(atom, st1, f1)[0]
err1 = np.max(np.abs(eta1 - fd1))
err_drop = np.max(np.abs(atom.formula(st1, f1, drop_occupied_pairs=True)['eta'] - fd1))
assert err1 < 1e-6 and np.max(np.abs(fd1 - fd1.T)) < 1e-6 and err_drop > 1e-4
print('second configuration f =', *f1, 'electrons')
show('eta formula', eta1)
print(f'error {err1:.1e} Ha; error without 1s-2s pair {err_drop:.1e} Ha')

# non-variational potential: formula holds, symmetry is lost
lam = -0.1
st2 = atom.scf(f0, st['v'], lam)
eta2, fd2 = atom.formula(st2, f0, lam)['eta'], fd_matrix(atom, st2, f0, lam)[0]
err2, asym2 = np.max(np.abs(eta2 - fd2)), np.max(np.abs(fd2 - fd2.T))
assert err2 < 1e-6 and asym2 > 1e-2
print(f'non-variational model, lam = {lam} (dimensionless)')
show('eta fin.diff', fd2)
print(f'formula error {err2:.1e} Ha, asymmetry {asym2:.4f} Ha')

# removal of one 2p electron
e2p = np.array([0.0, 0.0, 1.0])
ion = atom.scf(f0 - e2p, st['v'])
dscf = ion['E'] - st['E']
x, wx = np.polynomial.legendre.leggauss(6)
integral = -sum(0.5 * wi * atom.scf(f0 - 0.5 * (1 - xi) * e2p, st['v'])['eps'][2]
                for xi, wi in zip(x, wx))
eps2 = d[2][1]['eps'][2]
quad, quad_bare = -st['eps'][2] + eta[2, 2] / 2, -st['eps'][2] + bare[2, 2] / 2
cubic = quad - eps2 / 6
assert abs(integral - dscf) < 1e-6
assert abs(cubic - dscf) < abs(quad - dscf) < abs(quad_bare - dscf) < abs(-st['eps'][2] - dscf)
print(f'ion energy {ion["E"]:.5f} Ha, d2eps_2p/df2 {eps2:.4f} Ha')
for label, val in (('-eps', -st['eps'][2]), ('bare quadratic', quad_bare), ('screened quadratic', quad),
                   ('cubic', cubic), ('Janak integral', integral), ('Delta SCF', dscf)):
    print(f'2p removal, {label}: {val:.5f} Ha = {val * EV:.3f} eV')
print('PASS')
```

It prints:

```
O atom Z=8, LDA (Slater+VWN5), f(1s,2s,2p) = 2.0 2.0 4.0 electrons
grid points 682, basis s 20 p 19, step 0.01 electrons
total energy -74.47308 Ha, virial residual -1.1e-05 Ha
eps(1s,2s,2p) (Ha): -18.758245 -0.871362 -0.338381
bare Hartree row 1s (Ha):   4.692868   1.136003   1.093824
bare Hartree row 2s (Ha):   1.136003   0.794454   0.765369
bare Hartree row 2p (Ha):   1.093824   0.765369   0.742363
bare xc row 1s (Ha):  -0.424930  -0.017913  -0.013639
bare xc row 2s (Ha):  -0.017913  -0.038389  -0.033701
bare xc row 2p (Ha):  -0.013639  -0.033701  -0.032625
screening row 1s (Ha):  -1.422227  -0.509152  -0.493670
screening row 2s (Ha):  -0.509152  -0.229200  -0.221957
screening row 2p (Ha):  -0.493670  -0.221957  -0.215008
eta formula row 1s (Ha):   2.845710   0.608938   0.586515
eta formula row 2s (Ha):   0.608938   0.526865   0.509710
eta formula row 2p (Ha):   0.586515   0.509710   0.494731
eta fin.diff row 1s (Ha):   2.845710   0.608938   0.586515
eta fin.diff row 2s (Ha):   0.608938   0.526865   0.509710
eta fin.diff row 2p (Ha):   0.586515   0.509710   0.494731
errors: chi_s 2.3e-09, dq/df 2.7e-09 (L2 norm, a.u.)
errors: Janak 5.3e-11, Hellmann-Feynman 2.2e-09 Ha
errors: eta 1.7e-09, fin.diff asymmetry 2.8e-09 Ha
d2E/df2 (1s,2s,2p) (Ha): 2.845710 0.526865 0.494731
eta 2p2p 13.462 eV, eta 2s2p 13.870 eV, bare 2p2p 19.313 eV
pairs 54, eigenvalues of 1+G from 0.9641 to 2.2107 (dimensionless)
eigenvalues of bare - eta (Ha): 0.00003 0.07175 1.79465
2s->2p curvature: energies 0.002176 Ha, formula 0.002176 Ha
second basis/grid: change of eta 4.3e-07 Ha, of E 1.1e-07 Ha
second configuration f = 2.0 1.5 4.5 electrons
eta formula row 1s (Ha):   2.819622   0.599145   0.577314
eta formula row 2s (Ha):   0.599145   0.521534   0.504854
eta formula row 2p (Ha):   0.577314   0.504854   0.490347
error 2.2e-09 Ha; error without 1s-2s pair 6.1e-03 Ha
non-variational model, lam = -0.1 (dimensionless)
eta fin.diff row 1s (Ha):   2.802428   0.644912   0.644313
eta fin.diff row 2s (Ha):   0.656512   0.549538   0.539045
eta fin.diff row 2p (Ha):   0.635320   0.537347   0.528585
formula error 4.1e-11 Ha, asymmetry 0.0116 Ha
ion energy -73.86314 Ha, d2eps_2p/df2 -0.1571 Ha
2p removal, -eps: 0.33838 Ha = 9.208 eV
2p removal, bare quadratic: 0.69325 Ha = 18.864 eV
2p removal, screened quadratic: 0.58575 Ha = 15.939 eV
2p removal, cubic: 0.61194 Ha = 16.652 eV
2p removal, Janak integral: 0.60994 Ha = 16.597 eV
2p removal, Delta SCF: 0.60994 Ha = 16.597 eV
PASS
```
